# Tanks in series from the tracer response of an ALD reactor

**The situation.** Nitrogen flows steadily through a small cross-flow reactor for atomic layer deposition (ALD). The feed is 100 sccm, the pressure 1 Torr and the gas temperature 473 K. At $t=0$ a short, dilute pulse of inert tracer enters. The outlet response $E(t)$ is the fraction of the tracer that leaves per unit time, so $\int_0^\infty E\,dt=1$. After correction for the pulse width and the detector, its mean and variance are

$$m=\int_0^\infty tE\,dt=0.60\ \text{s},\qquad v=\int_0^\infty (t-m)^2E\,dt=0.090\ \text{s}^2 .$$

An ideal mixed tank has uniform composition, and its outflow has that same composition. Flow between tanks goes one way, and the tracer does not stick to walls.

## (a) One tank

**Question.** Find $E(t)$ for one ideal tank of volume $V$ and volume flow $Q$, with its mean, variance and third central moment.

**Answer.** An amount $M$ of tracer mixes at once, so the concentration starts at $c(0)=M/V$. Afterwards tracer only leaves:

$$V\frac{dc}{dt}=-Qc\quad\Rightarrow\quad c=\frac MV e^{-t/\tau},\qquad \tau=\frac VQ .$$

The fraction leaving per unit time is $Qc/M$, hence

$$E(t)=\frac{1}{\tau}e^{-t/\tau}.$$

With $y=t/\tau$, the moments about zero are $\int_0^\infty t^kE\,dt=\tau^k\int_0^\infty y^ke^{-y}dy=k!\,\tau^k$. The mean is therefore $\tau$ and the variance is $2\tau^2-\tau^2=\tau^2$. The third central moment is

$$6\tau^3-3\tau(2\tau^2)+2\tau^3=2\tau^3 .$$

## (b) Number and size of the tanks

**Question.** Assume that the reactor acts as $N$ equal tanks in series. Find $N$, the residence time of each tank, and its volume.

**Answer.** In a mixed tank a molecule has the same chance per unit time, $1/\tau$, of leaving, whatever its history. Its stays $T_i$ in successive tanks are therefore independent. The total time is $T=\sum T_i$, so the means add. Write $\delta_i=T_i-\langle T_i\rangle$. Then

$$v=\Big\langle\Big(\sum_i\delta_i\Big)^2\Big\rangle=\sum_i\langle\delta_i^2\rangle+\sum_{i\ne j}\langle\delta_i\rangle\langle\delta_j\rangle=\sum_i\langle\delta_i^2\rangle ,$$

because each $\langle\delta_i\rangle$ is zero. For equal tanks $m=N\tau$ and $v=N\tau^2$. Dividing $m^2$ by $v$ removes $\tau$, and dividing $v$ by $m$ removes $N$:

$$N=\frac{m^2}{v}=\frac{0.36}{0.090}=4,\qquad \tau=\frac vm=\frac{0.090}{0.60}=0.15\ \text{s}.$$

At the same mean, three tanks would give a variance of 0.120 s² and five would give 0.072 s². With the mean held fixed, $m^2/v$ rounds to four for variances between about 0.080 and 0.103 s².

One sccm is 1 cm³/min of gas at 1 atm (760 Torr) and 273.15 K. The ideal-gas law converts the feed to the actual flow:

$$Q=\frac{100}{60}\times\frac{760}{1}\times\frac{473}{273.15}=2193\ \text{cm}^3/\text{s}.$$

The total volume is $Qm=1316$ cm³, or 329 cm³ per tank.

## (c) Shape of the response

**Question.** Derive $E(t)$ for this chain. Find its peak and its skewness, which is the third central moment divided by $v^{3/2}$.

**Answer.** Let $E_n$ be the response after $n$ tanks. With $c_n$ the concentration in tank $n$, $E_n=Qc_n/M$. The balance $V\,dc_n/dt=Q(c_{n-1}-c_n)$, multiplied by $Q/(MV)$, gives

$$\frac{dE_n}{dt}=\frac{E_{n-1}-E_n}{\tau}\quad\Rightarrow\quad \frac{d}{dt}\left(e^{t/\tau}E_n\right)=\frac{1}{\tau}e^{t/\tau}E_{n-1}.$$

For $n\ge2$ the tank starts empty, so $E_n(0)=0$. Starting from $e^{t/\tau}E_1=1/\tau$, successive integrations give $t/\tau^2$, then $t^2/(2\tau^3)$, then $t^3/(6\tau^4)$. Thus

$$E(t)=\frac{t^3}{6\tau^4}e^{-t/\tau}.$$

Its derivative is $t^2(3-t/\tau)e^{-t/\tau}/(6\tau^4)$, which changes from positive to negative at $t=3\tau=0.45$ s. The peak height is $27e^{-3}/(6\tau)=1.49$ s⁻¹. The peak comes before the mean of 0.60 s, and the curve has a long tail towards late times.

Third central moments also add. In $\langle(\sum\delta_i)^3\rangle$ every mixed term contains at least one factor $\langle\delta_j\rangle=0$. The skewness is therefore

$$\frac{2N\tau^3}{(N\tau^2)^{3/2}}=\frac{2}{\sqrt N}=1 .$$

## (d) What the two moments prove

**Question.** Drop the assumption of equal tanks. What do $m$ and $v$ alone say about a chain of ideal tanks? Find two other flow patterns with the same moments: a pure delay followed by one tank, and a chain of one large and four equal small tanks.

**Answer.** For unequal tanks $m=\sum\tau_i$ and $v=\sum\tau_i^2$. A sum of squares cannot be negative, so

$$0\le\sum_{i=1}^N\left(\tau_i-\frac mN\right)^2=v-\frac{2m^2}{N}+\frac{m^2}{N}=v-\frac{m^2}{N}.$$

Hence $N\ge m^2/v=4$. If $N=4$ the sum is zero, and all four tanks must be equal. The moments thus fix the least number of tanks, and they fix the sizes if that number is four. They do not exclude longer chains or other flow patterns.

A pure delay $d$ adds to the mean but not to the variance. The single tank must supply all of $v$, so its residence time is $\sqrt v=0.30$ s and $d=0.60-0.30=0.30$ s. Its skewness is that of one tank, namely 2.

For one tank of $a$ and four of $b$ (in seconds), $a=0.6-4b$ and

$$(0.6-4b)^2+4b^2=0.09\quad\Rightarrow\quad 20b^2-4.8b+0.27=0,\qquad b=\frac{4.8\pm1.2}{40}.$$

The root $b=0.15$ gives $a=0$, which is the four-tank chain again. The root $b=0.09$ gives $a=0.24$, a true five-tank chain. Its skewness is $2(0.24^3+4\times0.09^3)/0.09^{3/2}=1.24$.

The skewness separates these models, provided that the tail is recorded well enough to measure it.

## (e) Consequence for the purge

**Question.** A long feed of a non-sticking gas has filled the reactor uniformly and stops at $t=0$, while nitrogen keeps the total flow unchanged. How long does the outlet concentration take to fall to $10^{-4}$ of its starting value? Compare the four-tank chain with the delay plus one tank.

**Answer.** Gas leaving at time $t$ still carries the old feed if it entered before $t=0$, that is, if it spent longer than $t$ inside. The remaining fraction is $W(t)=\int_t^\infty E\,dt'$. With $x=t/\tau$, repeated integration by parts gives

$$W=\frac16\int_x^\infty y^3e^{-y}dy=e^{-x}\left(1+x+\frac{x^2}{2}+\frac{x^3}{6}\right).$$

Solving $W=10^{-4}$ numerically gives $t=2.39$ s. As a check, $x=2.39/0.15=15.933$ makes the bracket about 818 and $e^{-x}$ about $1.20\times10^{-7}$, with product $9.8\times10^{-5}$.

With the delay, the outlet stays at its starting value for 0.30 s and then decays with time constant 0.30 s:

$$t=0.30+0.30\ln10^4=3.06\ \text{s}.$$

This is 28 % longer than for the four tanks, although $m$ and $v$ are the same. The five-tank chain of part (d) needs 2.66 s. A purge time read from the two moments alone therefore depends on the assumed model.

## (f) Are the tanks real chambers?

**Question.** The reactor is a plain channel of length $L=40$ cm and height 2 cm. Its feed and pump lines are narrow and fast, so tracer does not diffuse back through the ends. Find the variance caused by axial diffusion with diffusivity $D$, and compare it with $v$. Take $D=0.2$ cm²/s at 1 atm and 300 K, a rough value, and scale it as $T^{1.75}/p$.

**Answer.** Measure position in units of $L$ and time in units of $L/u$, where $u$ is the gas speed, taken as uniform. The real laminar profile is not flat, but for the numbers below diffusion crosses the 2 cm height in about 0.01 s, and the profile raises the effective axial diffusivity by only about 0.5 %. Let $P=uL/D$ be the Péclet number. The scaled flux is $F=c-c'/P$, where the prime means $d/dx$, and $\partial c/\partial t=-F'$. The inlet flux is a unit pulse at $t=0$. At the outlet $c'=0$, so the response is $c(1,t)$.

Define $a_k(x)=\int_0^\infty t^kc\,dt$, with flux $F_k=a_k-a_k'/P$. Multiplying the balance by $t^k$ and integrating by parts in time gives, for $k\ge1$,

$$F_k'=k\,a_{k-1},\qquad F_k(0)=0,\qquad a_k'(1)=0 .$$

For $k=0$ the flux is 1 everywhere, and $a_0'(1)=0$ then gives $a_0=1$. For $k=1$, $F_1=x$, so the scaled mean is $a_1(1)=F_1(1)=1$, and $m=L/u$. Solving $a_1-a_1'/P=x$ with $a_1'(1)=0$ gives

$$a_1=x+\frac{1-e^{-P(1-x)}}{P}.$$

The second moment is $a_2(1)=F_2(1)=2\int_0^1a_1dx$. Subtracting the squared mean, 1, leaves

$$\frac{v_D}{m^2}=\frac2P-\frac{2(1-e^{-P})}{P^2}.$$

For large $P$ this tends to $2/P$, so the equivalent number of tanks is about $P/2$. For small $P$, expanding the exponential to third order gives $1-P/3$, which tends to the single-tank value, 1.

For this channel $u=40/0.60=66.7$ cm/s and $D=0.2\times760\times(473/300)^{1.75}=337$ cm²/s, so $P=7.9$. Then $v_D=0.080$ s², which is 88 % of the given variance and is equivalent to 4.5 tanks. Diffusion would supply the whole variance at $P=6.83$, that is, with $D$ about 16 % larger. The rough value of $D$ cannot exclude that. The share depends strongly on the tracer. The value 0.2 cm²/s suits argon in nitrogen. Kinetic-theory estimates give about 0.10 cm²/s for SF₆, which would supply about half of $v$, and about 0.70 cm²/s for helium, which would give about twice $v$, so that this channel could not produce the given moments with helium.

The four tanks may thus be equivalent mixing stages in an open channel. The skewness can help to tell a diffusive channel from four equal tanks: with $P=6.83$ the channel has 1.46, against 1.00 for the tanks. The channel's purge time to $10^{-4}$ is 2.78 s for a gas with this same $P$.

A change of feed also helps. At fixed temperature and sccm, both $u$ and $D$ vary as $1/p$, so $P$ does not depend on pressure. At fixed pressure, $P$ is proportional to the feed. A diffusive channel would therefore change its equivalent $N$ with the feed, while four ideal tanks would keep $N=4$.

## (g) Errors in the record, and a reactive gas

**Question.** Estimate the effect on $N$ of (i) leaving in a rectangular 0.05 s pulse, timed from valve opening, and a first-order detector lag of 0.03 s, and (ii) cutting the record at 1.5 s. Then (iii) estimate the delay if a precursor at 0.1 Torr must first fill $4\times10^{14}$ wall sites per cm².

**Answer.** (i) A uniform spread of entry times over a width $w$ adds $w/2$ to the mean and $w^2/12$ to the variance. The detector acts as one more tank. The raw moments are

$$0.60+0.025+0.03=0.655\ \text{s},\qquad 0.090+0.0002+0.0009=0.0911\ \text{s}^2,$$

so $N=4.71$, which rounds to five. The shifted mean, which enters squared, causes the rise: alone it would give $N=4.77$. The added variance lowers $N$ slightly.

(ii) For the four-tank curve, the cut removes 1.03 % of the area. After renormalisation the mean is 0.589 s and the variance 0.0778 s², which gives $N=4.45$. The small lost tail matters because the variance weights it by the square of its distance from the mean.

(iii) The channel is $1316/(40\times2)=16.5$ cm wide, and its four long walls have an area of 1476 cm². The precursor density is $n=p/(k_BT)=2.04\times10^{15}$ cm⁻³. If every arriving molecule takes one site until the wall is full, the delay is

$$\frac{4\times10^{14}\times1476}{2.04\times10^{15}\times2193}=0.13\ \text{s}.$$

This is 22 % of $m$. It is the delay of a sustained feed that fills the wall. A dilute pulse too small to fill the wall is instead partly lost, and since the molecules that stay longest are the most likely to stick, the part that leaves has a mean shorter than $m$. Either way, the tracer must be inert if $m$ is to measure the gas volume.

**Comparison with real reactors.** A pressure near 1 Torr, a temperature near 473 K and a feed near 100 sccm are rough typical values for small thermal ALD reactors. The moments are set values, not measurements. The 2 cm channel height is generous; a lower channel at the same length, width and feed has a shorter $m$ and a larger $P$. Its viscous pressure drop grows as the inverse cube of the height and reaches about 10 % of the pressure near 0.5 cm, below which uniform pressure and speed are no longer a fair assumption. For the numbers used here, one-way flow between uniformly mixed tanks is doubtful as a literal picture, since, for a tracer that diffuses about as fast as argon, axial diffusion in a plain channel can account for most of the spread. A real precursor also breaks the assumption of inert walls, and slow desorption can lengthen the purge. The computed values are collected in the numerical output below.

## Computed results

```
Given mean 0.60 s, variance 0.090 s^2
Inferred N = mean^2/variance: 4.000
Residence time per tank: 0.150 s
Simulated variance, 1 equal tanks: 0.3600 s^2
Simulated variance, 2 equal tanks: 0.1800 s^2
Simulated variance, 3 equal tanks: 0.1200 s^2
Simulated variance, 4 equal tanks: 0.0900 s^2
Simulated variance, 5 equal tanks: 0.0720 s^2
Simulated variance, 6 equal tanks: 0.0600 s^2
N rounds to 4 for variance 0.0800 to 0.1029 s^2
Peak time: 0.450 s; peak E: 1.494 1/s
Delay + one tank: 0.300 s + 0.300 s
Five-tank rival: one 0.240 s, four 0.090 s
Diffusive channel with same moments: Pe = 6.83
Skewness, four equal tanks: 1.000
Skewness, five-tank rival: 1.240
Skewness, diffusive channel: 1.46
Skewness, delay + one tank: 2.000
Residual outlet fraction for purge: 1e-04
Purge time, four equal tanks: 2.39 s
Purge time, five-tank rival: 2.66 s
Purge time, diffusive channel: 2.78 s
Purge time, delay + one tank: 3.06 s
Feed 100 sccm, 1.0 Torr, 473 K
Actual volume flow: 2193 cm^3/s
Total volume: 1316 cm^3; per tank: 329 cm^3
Channel length 40 cm, height 2 cm, width 16.5 cm
Mean gas speed: 66.7 cm/s
Tracer diffusivity at 1 atm, 300 K (rough): 0.2 cm^2/s
Tracer diffusivity in reactor: 337 cm^2/s
Channel Peclet number: 7.91
Variance from axial diffusion alone: 0.0795 s^2
Share of given variance: 88 %
Equivalent N from diffusion alone: 4.53
Pulse width 0.05 s, detector lag 0.03 s
Uncorrected mean 0.655 s, variance 0.0911 s^2
N from uncorrected record: 4.71
Record cut at 1.5 s: lost area 1.03 %
Cut mean 0.589 s, variance 0.0778 s^2
N from cut record: 4.45
Precursor 0.1 Torr, wall sites 4e+14 1/cm^2
Wall area: 1476 cm^2
Delay to fill wall sites: 0.132 s
```
